# Holstein's nonadiabatic polaron hop and its classical activation energy

## What dimensions and symmetry fix

A carrier bound to the distortion it makes hops between equivalent sites. The transfer energy is $J$, the phonon energy $\hbar\omega$, and the polaron binding energy $E_b=S\hbar\omega$. To second order in $J$ the rate must be

$$W=\frac{J^2}{\hbar^2\omega}\,F\!\left(S,\frac{\hbar\omega}{kT}\right),$$

since $J/\hbar$ is a frequency and $1/\omega$ a time.

One mode of strength $S$ can be replaced, by rotating coordinates, by two modes of the same frequency with strength $S/2$ each. Independent modes multiply their contributions to the quantum correlation function, so its logarithm is linear in $S$. For large $S$ the leading exponent is therefore $-S f(\hbar\omega/kT)$. In the classical limit $\hbar$ must drop out of $Sf=(E_b/\hbar\omega)f$, which forces $f\propto\hbar\omega/kT$ and hence activation by a fixed fraction of $E_b$. The function $f$ and the fraction remain to be found.

Energies are in eV, the natural unit here. Zero-point energies are dropped because they are equal before and after the hop.

## One site, then two

With the carrier on one site, the local oscillator has

$$H=\hbar\omega\,b^\dagger b-g\hbar\omega(b+b^\dagger)
=\hbar\omega(b^\dagger-g)(b-g)-g^2\hbar\omega .$$

The equilibrium shifts by $g$ and the energy falls by $g^2\hbar\omega$, so $S=g^2$.

For two sites with separate modes, define $r=(b_1-b_2)/\sqrt2$ and $s=(b_1+b_2)/\sqrt2$. The coupling is $-g\hbar\omega(b_1+b_1^\dagger)$ before the hop and $-g\hbar\omega(b_2+b_2^\dagger)$ after it. Since $b_1=(s+r)/\sqrt2$ and $b_2=(s-r)/\sqrt2$, the mode $s$ feels the same force in both cases. The equilibrium of $r$ moves from $g/\sqrt2$ to $-g/\sqrt2$, a distance $\alpha=\sqrt2\,g$. The strength of the transition is thus $\alpha^2=2S$: one site relaxes and the other distorts.

Measure $r$ from its initial equilibrium, $a=r-g/\sqrt2$. Apart from a common constant,

$$H_1=\hbar\omega a^\dagger a,\qquad H_2=\hbar\omega(a^\dagger+\alpha)(a+\alpha)=D^\dagger H_1D,$$

where $D=e^{\alpha(a^\dagger-a)}$, because $D^\dagger aD=a+\alpha$.

## The golden rule in time

Let $p_n$ be the thermal weights of the initial levels. Inserting $\delta(E)=(2\pi\hbar)^{-1}\int dt\,e^{-iEt/\hbar}$ gives

$$W=\frac{2\pi J^2}{\hbar}\sum_{nm}p_n|\langle m|n\rangle|^2\delta(E_m-E_n)
=\frac{J^2}{\hbar^2}\int_{-\infty}^{\infty}\!dt\,G(t),$$

$$G(t)=\langle e^{iH_1t/\hbar}e^{-iH_2t/\hbar}\rangle=\langle D^\dagger(t)D(0)\rangle,\qquad a(t)=ae^{-i\omega t}.$$

Put $\theta=\omega t$, $X=-\alpha(a^\dagger e^{i\theta}-ae^{-i\theta})$ and $Y=\alpha(a^\dagger-a)$. Their commutator is a number, $[X,Y]=-2i\alpha^2\sin\theta$, so $e^Xe^Y=e^{X+Y}e^{[X,Y]/2}$. Also

$$X+Y=\eta a^\dagger-\eta^*a\equiv A,\quad \eta=\alpha(1-e^{i\theta}),\quad |\eta|^2=2\alpha^2(1-\cos\theta).$$

The thermal average $F(u)=\langle e^{uA}\rangle$ follows from a differential equation. Let $B=e^{uA}$ and $n=(e^{\hbar\omega/kT}-1)^{-1}$. Commuting $a$ through $B$ gives $aB=B(a+u\eta)$. Cyclicity of the trace with the thermal density matrix gives $\langle Ba\rangle=e^{-\hbar\omega/kT}\langle aB\rangle$. Together,

$$\langle aB\rangle=(n+1)u\eta F.$$

Likewise $a^\dagger B=B(a^\dagger+u\eta^*)$ and $\langle a^\dagger B\rangle=e^{-\hbar\omega/kT}\langle Ba^\dagger\rangle$ give $\langle a^\dagger B\rangle=-nu\eta^*F$. Therefore

$$F'=\eta\langle a^\dagger B\rangle-\eta^*\langle aB\rangle=-u|\eta|^2(2n+1)F,$$

and, since $F(0)=1$, $F(1)=e^{-|\eta|^2(n+1/2)}$. Combining this with the commutator factor and $\alpha^2=2S$,

$$G(t)=\exp\{-2S[(2n+1)-(n+1)e^{-i\omega t}-ne^{i\omega t}]\}.$$

The terms with $n+1$ and $n$ describe phonon emission and absorption.

## The symmetric line and the exponent

Set $x=\hbar\omega/2kT$. Then

$$2n+1=\coth x,\quad n+1=\frac{e^x}{2\sinh x},\quad n=\frac{e^{-x}}{2\sinh x}.$$

Emission and absorption become equally weighted on the line $t=\tau-i\hbar/2kT$, where $e^{-i\omega t}=e^{-i\omega\tau}e^{-x}$ and $e^{i\omega t}=e^{i\omega\tau}e^{x}$. There

$$G=\exp\left[-2S\coth x+z\cos\omega\tau\right],\qquad z=\frac{2S}{\sinh x}.$$

This is real and even in $\tau$, with a maximum at $\tau=0$. Its exponent at the maximum is

$$-2S\,\frac{\cosh x-1}{\sinh x}
=-2S\,\frac{2\sinh^2(x/2)}{2\sinh(x/2)\cosh(x/2)}
=-2S\tanh\frac{\hbar\omega}{4kT}.$$

So $f=2\tanh(\hbar\omega/4kT)$. Near the maximum $\cos\omega\tau\simeq1-\omega^2\tau^2/2$, and for $z\gg1$ the Gaussian integral is $\sqrt{2\pi/z}/\omega$. The contribution of this maximum is

$$\boxed{W=\frac{J^2}{\hbar^2\omega}\sqrt{\frac{\pi\sinh(\hbar\omega/2kT)}{S}}\;
\exp\left[-2S\tanh\frac{\hbar\omega}{4kT}\right]}$$

**Test on one period.** Integrating over one period without the Gaussian approximation gives $(2\pi/\omega)P_0$, with

$$P_0=e^{-2S\coth x}I_0(z),$$

where $I_0$ is the modified Bessel function. $P_0$ is the constant Fourier component of $G$, the total Franck–Condon weight of transitions with no net change in phonon number. For $S=10$, $\hbar\omega=50$ meV and 300 K, diagonalizing the displaced oscillators and summing their squared overlaps gives $1.198\times10^{-5}$; the Bessel expression gives the same. At large $z$, $I_0\simeq e^z/\sqrt{2\pi z}$ returns the boxed rate.

## Why one frequency is not enough

With one frequency, $G$ repeats every $2\pi/\omega$ and the infinite-time integral diverges: the levels coincide in energy and have no width. A phonon band cures this. Independent modes $j$ multiply, so with weights $w_j$, $\sum_jw_j=2S$, and $x_j=\hbar\omega_j/2kT$,

$$\ln G=-\sum_jw_j\coth x_j+\phi(\tau),\qquad
\phi=\sum_j\frac{w_j\cos\omega_j\tau}{\sinh x_j}.$$

At long times a continuous band dephases, $\phi\to0$, and $G$ tends to a constant. That constant describes elastic tunnelling, which belongs to coherent band motion. Subtracting it leaves the incoherent rate

$$W=\frac{J^2}{\hbar^2}e^{-\sum_jw_j\coth x_j}\int d\tau\,(e^{\phi}-1).$$

The contour may be shifted because the integrand has no singularities at finite times and vanishes at both ends. At 300 K the integrals on the original and shifted lines both give $2.393\times10^8\ \mathrm{s^{-1}}$ for the example below.

The central maximum now gives

$$W=\frac{J^2}{\hbar^2}\sqrt{\frac{2\pi}{C}}\,e^{-\sum_jw_j\tanh(x_j/2)},\qquad C=\sum_j\frac{w_j\omega_j^2}{\sinh x_j}.$$

The later maxima must also be suppressed. If the relative rms spread of frequencies is $\sigma$, the $m$th one is lower in exponent by about $z(2\pi m\sigma)^2/2$ while $2\pi m\sigma$ is well below one. For later maxima the drop levels off near $z$, because $\phi$ has then died away. The numerical band has weight proportional to $(1-u^2)^2$, where $u$ runs from $-1$ to $1$ across it. Its mean square $u$ is $1/7$, so $\sigma$ is the relative half-width divided by $\sqrt7$.

For half-width 0.10 and $z=17.8$, the first recurrence is lower by only 0.50 in exponent. The integral is then 2.6 times the boxed rate. For half-width 0.40, where $2\pi\sigma=0.95$, the estimated drop of 8 is only rough, but the recurrence is strongly suppressed and the integral exceeds the boxed rate by just 5%. The band must therefore be narrow enough for one $\omega$ to represent it, yet wide enough to remove recurrences.

## The classical limit, reached twice

Let $y=\hbar\omega/4kT\ll1$. Since $\tanh y=y-y^3/3+\cdots$,

$$-2S\tanh y=-\frac{E_b}{2kT}\left(1-\frac{y^2}{3}+\cdots\right).$$

With $\sinh(2y)\simeq2y$ in the prefactor,

$$W_{\rm cl}=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{2E_bkT}}\;e^{-E_b/2kT}.$$

The second route has no phonon quanta. Give the two site coordinates unit stiffness, and let the carrier exert a force $A$:

$$E_1=\tfrac12q_1^2+\tfrac12q_2^2-Aq_1,\qquad E_2=\tfrac12q_1^2+\tfrac12q_2^2-Aq_2.$$

The minimum of $E_1$ is $-A^2/2$, so $E_b=A^2/2$. Energy-conserving transfer needs $q_1=q_2=q$, where $E_1=q^2-Aq$ has its minimum $-A^2/4$ at $q=A/2$. The barrier is

$$-\frac{A^2}{4}+\frac{A^2}{2}=\frac{A^2}{4}=\frac{E_b}{2}.$$

Both sites are then half distorted. This costs half of what complete removal of the distortion would cost.

The prefactor agrees as well. The gap $\Delta=E_2-E_1=A(q_1-q_2)$ has mean $A^2=2E_b$ and thermal variance $2A^2kT=4E_bkT$. Its Gaussian density at $\Delta=0$, multiplied by $2\pi J^2/\hbar$, is

$$\frac{2\pi J^2}{\hbar}\,\frac{e^{-(2E_b)^2/(8E_bkT)}}{\sqrt{8\pi E_bkT}}=W_{\rm cl}.$$

## Local activation energy and the cold limit

An Arrhenius plot of $W$ has the local slope $E_W=-d\ln W/d(1/kT)$. Differentiating the exponent and the factor $\sqrt{\sinh x}$ gives

$$E_W=\frac{E_b}{2}\,\mathrm{sech}^2\frac{\hbar\omega}{4kT}-\frac{\hbar\omega}{4}\coth\frac{\hbar\omega}{2kT}.$$

At high temperature this tends to $E_b/2-kT/2$, so the prefactor shifts the measured slope even in the classical regime.

At low temperature the exponent tends to $-2S$, but the boxed rate fails: its prefactor grows as $e^{x/2}$ while $z$ falls below one. Expand the subtracted integrand instead, $e^\phi-1\simeq\phi+\phi^2/2$. The linear term integrates to zero because no phonon in the band has zero frequency. The quadratic term survives for pairs of equal frequency, one phonon absorbed and one emitted, and carries $1/\sinh^2x\simeq4e^{-\hbar\omega/kT}$. Incoherent hopping between level sites thus freezes out, with an activation energy of order $\hbar\omega$. For such sites the factor $e^{-2S}$ is not a temperature-independent hop rate. A downhill hop whose energy can be emitted as phonons is different: it keeps a finite rate as $T\to0$.

## Unequal sites and electric fields

Let the hop release energy $\varepsilon$. The time integral gains $e^{i\varepsilon t/\hbar}$, which becomes $e^{i\varepsilon\tau/\hbar}e^{\varepsilon/2kT}$ on the shifted line. The Gaussian integral then gives

$$W(\varepsilon)=W(0)\exp\left[\frac{\varepsilon}{2kT}-\frac{\varepsilon^2}{2\hbar^2C}\right].$$

Reversing $\varepsilon$ gives detailed balance, $W(\varepsilon)/W(-\varepsilon)=e^{\varepsilon/kT}$. Classically $\hbar^2C\to2\lambda kT$, with $\lambda=\sum_jw_j\hbar\omega_j$, and the full exponent becomes $-(\lambda-\varepsilon)^2/4\lambda kT$. For separate site modes $\lambda=2E_b$. For one frequency, the stationary point of $z\cos\omega\tau+i\varepsilon\tau/\hbar$ lies at $\sin\omega\tau=i\varepsilon/(\hbar\omega z)$. Expanding the exponent there in powers of $\varepsilon$ gives, beyond the Gaussian term, $\varepsilon^4/[24(\hbar\omega)^4z^3]$. For $z\gg1$ the Gaussian form therefore needs $|\varepsilon|$ well below $\hbar\omega z^{3/4}$, a bound that grows without limit in the classical regime.

## A worked memory-oxide example

Take $\hbar\omega=50$ meV, $E_b=0.50$ eV, $J=10$ meV and a cubic network of 0.30 nm hops. These are round values chosen to illustrate a small polaron in an oxide such as hafnium dioxide, not values fitted to that material. The rate depends exponentially on $E_b$, so a real film needs its own measured or calculated inputs. At 300 K, $kT=25.85$ meV and $S=0.50/0.050=10$. The quantum exponent is

$$-2(10)\tanh(0.4835)=-20(0.4491)=-8.98,$$

against a classical $-0.50/(2\times0.02585)=-9.67$. Since $J^2/\hbar^2\omega=3.04\times10^{12}\ \mathrm{s^{-1}}$ and the square-root factor is 0.594,

$$W=(3.04\times10^{12})(0.594)e^{-8.98}=2.3\times10^8\ \mathrm{s^{-1}}.$$

The classical rate is $1.1\times10^8\ \mathrm{s^{-1}}$, lower by a factor 2.1. Quantum motion lets the lattice pass below the classical crossing energy.

Along one axis there is one hop each way, so the diffusion coefficient is $\frac12(2W)d^2=Wd^2$, with $d$ the hop length. For dilute carriers the Einstein relation gives

$$\mu=\frac{eWd^2}{kT}=7.9\times10^{-6}\ \mathrm{cm^2/Vs}.$$

The local activation energy of $W$ is $0.200-0.017=0.183$ eV, well below the classical barrier of 0.250 eV. Using a room-temperature slope as $E_b/2$ would underestimate the binding in this model.

With the inputs held fixed, the boxed rate exceeds the classical one by 12% at 600 K and 1.7% at 1200 K. The second temperature serves as a limit, not a proposed operating condition. Towards low temperature the formula worsens: for the band of half-width 0.40, the integral is 1.42 times the boxed rate at 150 K and 0.49 times at 75 K, where $z=0.84$. These ratios depend on the band width.

## Where second order in $J$ ends

Near the crossing the gap changes at a rate $v=|d\Delta/dt|$. First-order perturbation theory gives the transfer probability for one pass,

$$\frac{J^2}{\hbar^2}\left|\int dt\,e^{ivt^2/2\hbar}\right|^2=\frac{2\pi J^2}{\hbar v}.$$

The Landau–Zener formula extends it to $p=1-e^{-2\pi J^2/\hbar v}$. If the first pass fails, the system returns to the crossing. Let $R$ be its chance of ending on the new site from there. It must transfer, then either stay transferred at the next pass or go back and repeat, so $R=p[(1-p)+pR]$ and $R=p/(1+p)$. The total transmission is $p+(1-p)R=2p/(1+p)$.

The thermal flux to the crossing is $(\omega/2\pi)e^{-E_b/2kT}$. Dividing $W_{\rm cl}$ by it gives the weak-coupling transmission, 0.139 here. The thermally averaged Landau–Zener value is 0.114, so second order is about 20% too high relative to it. For a site pair with $J=100$ meV the two values are 13.9 and 0.99: the nonadiabatic prefactor is then unusable. This comparison concerns the transmission only. It leaves out the lowering of the barrier, which on the lower adiabatic surface is $(\lambda-2J)^2/4\lambda$ with $\lambda=2E_b$: 0.240 eV for $J=10$ meV and 0.16 eV for $J=100$ meV. That effect raises the rate and is not small, since $J/kT=0.39$ already for the 10 meV pair. The two corrections oppose each other and can largely cancel, so neither the 20% nor the ratio of 13.9 to 0.99 is the net error of the second-order rate.

Coherent tunnelling has $J$ reduced by the thermal average of $D$, to $Je^{-S\coth x}=1.5\times10^{-8}$ eV. This is about a tenth of $\hbar W=1.5\times10^{-7}$ eV, which supports a hopping description at 300 K when the site distortions are separate. A shared distortion, considered below, weakens this support because it raises the coherent transfer energy more than the hop rate.

## Beside a real film

Hafnium dioxide is polar, and its films can be disordered and contain defects. The assumption of separate site distortions is therefore doubtful. For two charged shells of radius $\rho$ at distance $d\ge2\rho$ in a polar continuum, $\lambda$ is proportional to the electrostatic energy of the charge difference, $2/(2\rho)-1/d$. The separated value is $1/\rho$, so

$$\frac{\lambda}{2E_b}=1-\frac{\rho}{d}.$$

This assumes that all of the binding comes from the continuum. A radius of 0.12 nm, chosen only to satisfy $d\ge2\rho$, gives 0.60. It is not derived from the material: with optical and static dielectric constants near 4 and 20 it would imply a continuum binding above 1 eV, and a binding of 0.5 eV would need a radius too large for the formula. The numbers that follow show the sensitivity, not the size of the effect in hafnium dioxide. At fixed $E_b$ the classical barrier $\lambda/4$ drops to 0.15 eV and the rate rises by a factor of about 47. This is the largest correction found here for the 10 meV pair, and it makes the mobility above an illustration, not a prediction for a film. Other departures act as follows at 300 K:

- An uphill site-energy step of 0.1 eV reduces that hop to 0.13 of its level-site rate.
- Dividing $\lambda=1$ eV equally between modes of 25 and 100 meV changes the exponent to $-8.48$.
- A field of 1 MV/cm makes the drift 4% larger than its linear value. At 4 MV/cm, a severe field for an oxide film, it is 83% larger; breakdown and defect generation are not included.
- Release into the model's own band, of half-width $6J$, costs 0.44 eV, with Boltzmann factor $4\times10^{-8}$. Real oxide bands can be much wider, so this does not establish that polarons are stable in the material.

Within the model, at fixed temperature and phonon energy, a lower hop rate calls for a larger $\lambda$ or a smaller $J$. That rule holds for strong binding ($S\gg1$), level sites, weak transfer and low field. At weak binding the incoherent rate instead rises with $\lambda$, since hopping needs some coupling to phonons. In a film where defects hold the carriers, release from those defects may set the retention time instead. The remaining values are in the numerical output.

## Calculated quantities

```
INPUTS (rough round values)
phonon energy = 50.0 meV
binding energy E_b = 0.500 eV
S = 10.00
transfer energy J = 10.0 meV
hop length = 0.30 nm
phonon band half-width / centre = 0.40
AT 300 K
kT = 25.852 meV
phonon energy/4kT = 0.4835
tanh(phonon energy/4kT) = 0.4491
quantum exponent = -8.981
classical exponent = -9.670
saddle sharpness 2S/sinh(x) = 17.78
Franck-Condon sum, diagonalized = 1.198479e-05
Franck-Condon sum, Bessel form = 1.198479e-05
rate, closed formula = 2.2716e+08 1/s
rate, shifted integral = 2.3932e+08 1/s
rate, real-axis integral = 2.3932e+08 1/s
rate, classical = 1.0572e+08 1/s
mobility, closed formula = 7.908e-06 cm2/Vs
classical barrier, minimized = 0.2500 eV
activation from exponent = 0.1996 eV
activation of W, formula = 0.1829 eV
activation of W, Bessel slope = 0.1826 eV
T(K): sharpness, exponent, integral/formula, formula/classical
75: 0.84, -19.181, 0.487, 7.321e+08
150: 5.91, -14.948, 1.419, 1.070e+02
300: 17.78, -8.981, 1.054, 2.149e+00
600: 39.79, -4.743, 1.011, 1.118e+00
1200: 81.93, -2.406, 1.003, 1.017e+00
NEGLECTED EFFECTS AT 300 K
integral/formula, band half-width 0.10 = 2.609
J = 10 meV: weak transmission = 0.139, Landau-Zener = 0.114
J = 100 meV: weak transmission = 13.853, Landau-Zener = 0.987
shell radius = 0.12 nm, lambda/2E_b = 0.600
barrier with shared distortion = 0.150 eV
rate factor, shared distortion = 46.9
1 MV/cm: drop = 0.030 eV, drift/linear drift = 1.042
4 MV/cm: drop = 0.120 eV, drift/linear drift = 1.830
rate factor, 0.1 eV uphill = 0.1286
exponent, equal lambda in 25 and 100 meV = -8.480
coherent transfer energy = 1.546e-08 eV
hbar times hop rate = 1.495e-07 eV
release energy to model band = 0.440 eV
Boltzmann factor of release = 4.06e-08
```
